**Kinetic inductance, quantum capacitance and the charge mode of a ballistic wire**

For one spin-resolved channel with Fermi speed $v$, the program tests $L_K=h/(2e^2v)$ and $C_Q=2e^2/(hv)$ per unit length against level-by-level sums over shifted and enlarged Fermi seas. For $N$ channels with electrostatic capacitance $C_E$ and magnetic inductance $L_M$ per length, it asserts the charge-mode speed $v_p$ and the impedance $Z$ by diagonalizing the chiral equations of motion and computing the energy flow. A separate mean-field particle-hole matrix for a four-channel lattice confirms one fast charge mode, with all other modes close to $v$. Ring averages and a flux integral test the logarithm $\ln(2H/R)$ for a wire of radius $R$ at height $H$ above a plane. Diagonalization of a (10,10) armchair tube gives $N=4$ and the expected velocity. The output shows 16.2 nH/µm per channel and 4.05 nH/µm for the tube. At $H=100$ nm it gives $v_p=5.10\times10^6$ m/s and $Z=20.6$ kΩ.

## Numerical verification

```python
"""Kinetic inductance, quantum capacitance and plasmons of a ballistic wire.

Result under test, per unit length and per channel (one spin-resolved subband
with one right-moving and one left-moving Fermi point of speed v):
    L_K = h / (2 e^2 v),     C_Q = 2 e^2 / (h v).
N equal channels with electrostatic capacitance C_E and magnetic inductance
L_M per length carry one charge mode with
    v_p = sqrt((1/C_E + 1/(N C_Q)) / (L_K/N + L_M)),
    Z   = sqrt((1/C_E + 1/(N C_Q)) * (L_K/N + L_M)),
and N-1 neutral modes of speed v. For a cylinder of radius R with its axis at
height H above a perfect plane, C_E = 2 pi eps0 / ln(2H/R) and
L_M = mu0 ln(2H/R) / (2 pi). SI units, except in the lattice tests, which
use hbar = e = hopping = lattice constant = mass = 1 (so h = 2 pi).
"""
import numpy as np
from scipy.constants import h, hbar, e, epsilon_0, mu_0, c
from scipy.integrate import quad


def kinetic_inductance(speed, planck=h, charge=e):
    return planck / (2 * charge**2 * speed)


def quantum_capacitance(speed, planck=h, charge=e):
    return 2 * charge**2 / (planck * speed)


# ---- Fermi seas summed level by level on a ring ----
sites, half_filling, shift = 20001, 4000, 5
k_fermi = 2 * np.pi * (half_filling + 0.5) / sites
bands = {
    "cosine": (lambda k: -2 * np.cos(k), lambda k: 2 * np.sin(k)),
    "parabolic": (lambda k: k**2 / 2, lambda k: k),
}
sea_errors = {}
for name, (energy, velocity) in bands.items():
    def levels(first, last):
        return 2 * np.pi * np.arange(first, last + 1) / sites

    def sea_energy(half):
        return energy(levels(-half, half)).sum() / sites

    moved = levels(-half_filling + shift, half_filling + shift)
    extra = energy(moved).sum() / sites - sea_energy(half_filling)
    current = velocity(moved).sum() / sites
    inductance_sum = 2 * extra / current**2
    second_difference = (sea_energy(half_filling + shift)
                         + sea_energy(half_filling - shift)
                         - 2 * sea_energy(half_filling))
    capacitance_sum = (2 * shift / sites)**2 / second_difference
    speed = velocity(k_fermi)
    error_l = inductance_sum / kinetic_inductance(speed, 2*np.pi, 1) - 1
    error_c = capacitance_sum / quantum_capacitance(speed, 2*np.pi, 1) - 1
    # finite shifts leave errors of order (shift in k)^2, about 1e-6
    assert abs(error_l) < 1e-5 and abs(error_c) < 1e-5
    sea_errors[name] = (error_l, error_c)

# ---- mean-field particle-hole modes of a four-channel lattice ----
channels_test, coupling, m = 4, 10.0, 4    # coupling = e^2 / C_E
right = np.arange(half_filling - m + 1, half_filling + 1)
left = np.arange(-half_filling - m, -half_filling)
start = 2 * np.pi * np.concatenate([right, left]) / sites
occupation = np.concatenate([np.ones(m), -np.ones(m)])
q = 2 * np.pi * m / sites
pair_energy = -2 * np.cos(start + q) + 2 * np.cos(start)
pair_energy = np.tile(pair_energy, channels_test)
occupation = np.tile(occupation, channels_test)
matrix = np.diag(pair_energy) + coupling / sites * np.outer(
    occupation, np.ones(len(occupation)))
modes = np.linalg.eigvals(matrix)
assert np.max(np.abs(modes.imag)) < 1e-6 * q
mode_speeds = np.sort(modes.real / q)
lattice_speed = 2 * np.sin(k_fermi)
lattice_formula = lattice_speed * np.sqrt(
    1 + channels_test * coupling
    * quantum_capacitance(lattice_speed, 2*np.pi, 1))
# band curvature shifts the speeds by a relative amount of order q
assert abs(mode_speeds[-1] / lattice_formula - 1) < 1e-3
other_speeds = np.abs(mode_speeds[1:-1])
assert np.max(np.abs(other_speeds / lattice_speed - 1)) < 2e-3

# ---- logarithms of the line above a plane, on a thick wire ----
radius_test, height_test, points = 1.0, 1.5, 1000
angle = 2 * np.pi * np.arange(points) / points
ring = radius_test * np.exp(1j * angle)
ring_offset = radius_test * np.exp(1j * (angle + np.pi / points))
own = np.log(np.abs(ring[:, None] - ring_offset[None, :])).mean()
image = np.log(np.abs(ring[:, None] - ring_offset[None, :]
                      + 2j * height_test)).mean()
log_test = np.log(2 * height_test / radius_test)
# the offset grid leaves an error ln(2)/points in the singular average
assert abs(image - own - log_test) < 1e-3
# flux up to the axis: a hollow wire has no own field inside it
flux_outside = quad(lambda y: 1/(height_test - y) + 1/(height_test + y),
                    0, height_test - radius_test)[0]
flux_inside = quad(lambda y: 1/(height_test + y),
                   height_test - radius_test, height_test)[0]
assert abs(flux_outside + flux_inside - log_test) < 1e-9

# ---- armchair tube: channel count and velocity by diagonalization ----
hopping_ev, bond, tube_index = 2.5, 0.14e-9, 10
cell = np.array([[0, 0], [1, 0], [1.5, np.sqrt(3)/2], [2.5, np.sqrt(3)/2]])
atoms = np.concatenate([cell + [3 * i, 0] for i in range(tube_index)])
around = 3.0 * tube_index
dx = atoms[None, :, 0] - atoms[:, None, 0]
dx -= around * np.round(dx / around)
dy = atoms[None, :, 1] - atoms[:, None, 1]
links = {s: np.abs(np.hypot(dx, dy + s * np.sqrt(3)) - 1) < 1e-6
         for s in (-1, 0, 1)}
assert np.all(sum(links[s].sum(axis=1) for s in links) == 3)


def tube_bands(phase):
    """Band energies in eV; phase = k times the axial period."""
    ham = sum(-hopping_ev * links[s] * np.exp(1j * phase * s) for s in links)
    return np.linalg.eigvalsh(ham)


phases = np.linspace(-np.pi, np.pi, 400, endpoint=False)
all_bands = np.array([tube_bands(p) for p in phases])
below = (all_bands < 0.2).sum(axis=1)
fermi_points = int(np.abs(below - np.roll(below, 1)).sum())
assert fermi_points % 2 == 0
N = 2 * (fermi_points // 2)       # spin times right-moving Fermi points
assert N == 4
first_empty = len(atoms) // 2
subband_edge = all_bands[:, first_empty + 1].min()
assert subband_edge > 0.2
period, step = np.sqrt(3) * bond, 1e-3
slope = (tube_bands(2*np.pi/3 + step)[first_empty]
         + tube_bands(2*np.pi/3 - step)[first_empty]) / (2 * step)
v_numeric = slope * e * period / hbar
v = 3 * hopping_ev * e * bond / (2 * hbar)
assert abs(v_numeric / v - 1) < 1e-5

# ---- worked line ----
R = around * bond / (2 * np.pi)
H = 100e-9
L_K, C_Q = kinetic_inductance(v), quantum_capacitance(v)


def line(height):
    log_term = np.log(2 * height / R)
    c_e = 2 * np.pi * epsilon_0 / log_term
    l_m = mu_0 * log_term / (2 * np.pi)
    inverse_c = 1 / c_e + 1 / (N * C_Q)
    total_l = L_K / N + l_m
    return c_e, l_m, np.sqrt(inverse_c/total_l), np.sqrt(inverse_c*total_l)


def chiral_line(c_e, l_m):
    """Charge-mode speed, impedance from energy flow, phi/I, other speeds."""
    sign = np.tile([1.0, -1.0], N)
    ones = np.ones(2 * N)
    inertia = np.eye(2*N) + e**2 * v * l_m / h * np.outer(sign, sign)
    drive = v * np.diag(sign) + e**2 / (h * c_e) * np.outer(sign, ones)
    speeds, vectors = np.linalg.eig(np.linalg.solve(inertia, drive))
    assert np.max(np.abs(np.imag(speeds))) < 1e-5 * v
    top = np.argmax(np.real(speeds))
    density = np.real(vectors[:, top])
    speed = np.real(speeds[top])
    charge, current = e * density.sum(), e * v * (sign @ density)
    stored = (h * v / 2 * (density @ density) + charge**2 / (2 * c_e)
              + l_m * current**2 / 2)
    others = np.sort(np.real(speeds))[1:-1]
    return speed, stored*speed/current**2, charge/(c_e*current), others


C_E, L_M, v_p, Z = line(H)
# second case: strong magnetic inductance, where its role is visible
for c_e, l_m in [(C_E, L_M), (3 * C_E, 0.5 * L_K / N)]:
    inverse_c, total_l = 1/c_e + 1/(N*C_Q), L_K/N + l_m
    speed, z_flow, phi_ratio, others = chiral_line(c_e, l_m)
    assert abs(speed / np.sqrt(inverse_c / total_l) - 1) < 1e-8
    assert abs(z_flow / np.sqrt(inverse_c * total_l) - 1) < 1e-8
    share = (1 / c_e) / inverse_c
    assert abs(phi_ratio / (share*np.sqrt(inverse_c*total_l)) - 1) < 1e-8
    assert np.max(np.abs(np.abs(others) / v - 1)) < 1e-6

speed_flow, Z_flow, phi_over_I, _ = chiral_line(C_E, L_M)
v_p_simple = v * np.sqrt(1 + N * C_Q / C_E)
Z_simple = h / (2 * N * e**2) * v_p_simple / v
assert abs(v_p_simple / v_p - 1) < 1e-3 and abs(Z_simple / Z - 1) < 1e-3
length = 10e-6
frequency = v_p / (2 * length)

print("LATTICE TESTS")
for name, (error_l, error_c) in sea_errors.items():
    print(f"{name} band, relative error of L_K: {error_l:.1e}")
    print(f"{name} band, relative error of C_Q: {error_c:.1e}")
print(f"lattice charge mode speed / v, matrix: "
      f"{mode_speeds[-1]/lattice_speed:.4f}")
print(f"lattice charge mode speed / v, formula: "
      f"{lattice_formula/lattice_speed:.4f}")
print(f"lattice other speeds / v: {other_speeds.min()/lattice_speed:.4f}"
      f" to {other_speeds.max()/lattice_speed:.4f}")
print("NANOTUBE MODEL")
print(f"tube indices: ({tube_index},{tube_index})")
print(f"hopping: {hopping_ev:.2f} eV")
print(f"bond length: {bond*1e9:.3f} nm")
print(f"tube radius R: {R*1e9:.3f} nm")
print(f"Fermi points per spin: {fermi_points}")
print(f"channels N: {N}")
print(f"next subband edge: {subband_edge:.3f} eV")
print(f"v from formula: {v:.4e} m/s")
print(f"v from diagonalization: {v_numeric:.4e} m/s")
print("LINE CONSTANTS")
print(f"h/(2 e^2): {h/(2*e**2):.1f} ohm")
print(f"L_K per channel: {L_K*1e3:.2f} nH/um")
print(f"L_K/N of tube: {L_K/N*1e3:.3f} nH/um")
print(f"C_Q per channel: {C_Q*1e12:.2f} aF/um")
print(f"N C_Q of tube: {N*C_Q*1e12:.1f} aF/um")
print(f"axis height H: {H*1e9:.0f} nm")
print(f"ln(2H/R): {np.log(2*H/R):.3f}")
print(f"C_E: {C_E*1e12:.3f} aF/um")
print(f"L_M: {L_M*1e3:.6f} nH/um")
print(f"(L_K/N)/L_M: {L_K/N/L_M:.0f}")
print(f"N C_Q/C_E: {N*C_Q/C_E:.2f}")
print("CHARGE MODE")
print(f"v_p with L_M: {v_p:.4e} m/s")
print(f"v_p without L_M: {v_p_simple:.4e} m/s")
print(f"v_p from chiral equations: {speed_flow:.4e} m/s")
print(f"v_p/v: {v_p/v:.3f}")
print(f"v_p/c: {v_p/c:.4f}")
print(f"h/(2 N e^2): {h/(2*N*e**2):.1f} ohm")
print(f"Z: {Z:.0f} ohm = {Z/1e3:.2f} kohm")
print(f"Z from energy flow: {Z_flow:.0f} ohm")
print(f"phi/I, electrostatic part: {phi_over_I:.0f} ohm")
print(f"length: {length*1e6:.0f} um")
print(f"half-wave frequency: {frequency/1e9:.1f} GHz")
print(f"photon energy at that frequency: {h*frequency/e:.5f} eV")
print(f"q H at that frequency: {np.pi*H/length:.4f}")
print("HEIGHT DEPENDENCE")
for height in (10e-9, 100e-9, 1000e-9):
    c_e, _, speed, impedance = line(height)
    print(f"H = {height*1e9:.0f} nm: C_E = {c_e*1e12:.2f} aF/um, "
          f"v_p = {speed:.3e} m/s, Z = {impedance:.0f} ohm")
print("no test failed")
```

It prints:

```
LATTICE TESTS
cosine band, relative error of L_K: 6.1e-07
cosine band, relative error of C_Q: 2.0e-07
parabolic band, relative error of L_K: -4.8e-12
parabolic band, relative error of C_Q: 4.9e-12
lattice charge mode speed / v, matrix: 2.7737
lattice charge mode speed / v, formula: 2.7737
lattice other speeds / v: 0.9998 to 1.0002
NANOTUBE MODEL
tube indices: (10,10)
hopping: 2.50 eV
bond length: 0.140 nm
tube radius R: 0.668 nm
Fermi points per spin: 4
channels N: 4
next subband edge: 0.773 eV
v from formula: 7.9762e+05 m/s
v from diagonalization: 7.9762e+05 m/s
LINE CONSTANTS
h/(2 e^2): 12906.4 ohm
L_K per channel: 16.18 nH/um
L_K/N of tube: 4.045 nH/um
C_Q per channel: 97.14 aF/um
N C_Q of tube: 388.6 aF/um
axis height H: 100 nm
ln(2H/R): 5.701
C_E: 9.758 aF/um
L_M: 0.001140 nH/um
(L_K/N)/L_M: 3548
N C_Q/C_E: 39.82
CHARGE MODE
v_p with L_M: 5.0952e+06 m/s
v_p without L_M: 5.0960e+06 m/s
v_p from chiral equations: 5.0952e+06 m/s
v_p/v: 6.388
v_p/c: 0.0170
h/(2 N e^2): 3226.6 ohm
Z: 20618 ohm = 20.62 kohm
Z from energy flow: 20618 ohm
phi/I, electrostatic part: 20113 ohm
length: 10 um
half-wave frequency: 254.8 GHz
photon energy at that frequency: 0.00105 eV
q H at that frequency: 0.0314
HEIGHT DEPENDENCE
H = 10 nm: C_E = 16.37 aF/um, v_p = 3.967e+06 m/s, Z = 16049 ohm
H = 100 nm: C_E = 9.76 aF/um, v_p = 5.095e+06 m/s, Z = 20618 ohm
H = 1000 nm: C_E = 6.95 aF/um, v_p = 6.015e+06 m/s, Z = 24344 ohm
no test failed
```
